# Fictive temperature and cooling rate for an Arrhenius glass: a program that tests the result

```python
"""
Result under test: a glass with tau = tau0*exp(E/kT), cooled at constant rate q,
has a final fictive temperature Tf obeying, with x_f = E/(k Tf),
    x_f + 2 ln x_f = L + gamma/beta - C/x_f + O(1/x_f^2),
    L = ln(E/(k q tau0)),   C = 2 + pi^2/(6 beta^2).
Thus 1/Tf is linear in ln q to leading order, with slope -k/E.
beta: stretching exponent of the response exp(-u^beta), u = reduced time.
theta = E/k; gamma = Euler's constant.
A nonlinear model tau = tau0*exp(a*theta/T + (1-a)*theta/Tf) is also tested.
"""
import numpy as np
from scipy.constants import k as k_B, e as charge
from scipy.integrate import quad, solve_ivp
from scipy.special import expn, lambertw

gamma = np.euler_gamma
energy_eV = 2.0
tau0 = 1.0e-13
T_start = 6000.0
theta = energy_eV * charge / k_B
k_eV = k_B / charge


def log_lambda(q):
    return np.log(theta / (q * tau0))


def coefficient(beta):
    return 2 + np.pi**2 / (6 * beta**2)


def lambert_x(L, shift=0.0):
    """Solution of x + 2 ln x = L + shift."""
    return 2 * lambertw(0.5 * np.exp(0.5 * (L + shift))).real


def final_x(L, beta, x_start=3.0):
    """theta/Tf from the superposition integral over temperature."""
    center = lambert_x(L)
    x_hot = max(center - 9.0, x_start)
    x_cold = center + 60.0
    t = np.linspace(1 / x_cold, 1 / x_hot, 40001)   # t = T/theta
    x = 1 / t
    G = np.exp(L + np.log(expn(2, x) / x))
    response = np.exp(-G**beta)
    integral = (t[1] - t[0]) * (response.sum()
                                - 0.5 * (response[0] + response[-1]))
    return 1 / (t[0] + integral)


def cool_modes(q, speed, T_hot=1200.0, T_cold=300.0, steps=18000):
    """Cool independent Tool modes, relaxation times tau/speed, step by step."""
    h = (T_hot - T_cold) / steps
    lag = np.zeros_like(speed)
    for j in range(steps):
        T_mid = T_hot - (j + 0.5) * h
        rate = speed * np.exp(-theta / T_mid) / (q * tau0)
        lag = lag * np.exp(-rate * h) - np.expm1(-rate * h) / rate
    return T_cold + lag


def frozen_f(a, x_star=None):
    """Frozen scaled fictive temperature; x_star=None is the limit equation."""
    inv = 0.0 if x_star is None else 1 / x_star
    s_end = -80.0 if x_star is None else max(-80.0, -0.9 * x_star)

    def slope(s, f):
        exponent = a * s / (1 + s * inv) + (1 - a) * f / (1 + f * inv)
        return (f - s) * np.exp(exponent)

    sol = solve_ivp(slope, (10.0, s_end), [10.0], method="Radau",
                    rtol=1e-8, atol=1e-10)
    assert sol.success
    return sol.y[0, -1]


def nonlinear_x(a, x_star):
    return x_star / (1 + frozen_f(a, x_star) / x_star)


# Reduced time: closed form against quadrature of its definition.
q_ref = 10.0
T_test = 750.0
G_quad = quad(lambda T: np.exp(-theta / T) / (q_ref * tau0),
              100.0, T_test, epsabs=0, epsrel=1e-10, limit=200)[0]
x_test = theta / T_test
G_formula = np.exp(log_lambda(q_ref)) * expn(2, x_test) / x_test
assert abs(G_quad / G_formula - 1) < 1e-8

# Superposition integral against direct cooling of Tool modes.
x_hot_limit = theta / T_start
Tf_integral = {b: theta / final_x(log_lambda(q_ref), b, x_hot_limit)
               for b in (1.0, 0.5)}
Tf_direct = {1.0: cool_modes(q_ref, np.array([1.0]))[0]}
# exp(-sqrt(u)) is the average of exp(-speed*u), speed = 1/(2 n^2), n normal.
z = np.linspace(-14.0, np.log(8.0), 82)
n = np.exp(z)
weight = n * np.exp(-n**2 / 2)
weight /= weight.sum()
Tf_direct[0.5] = np.sum(weight * cool_modes(q_ref, 1 / (2 * n**2)))
for b in (1.0, 0.5):
    assert abs(Tf_direct[b] - Tf_integral[b]) < 0.01

# Large-L coefficient and local slope, from the integral alone.
C_found = {}
for b in (1.0, 0.5):
    xs, scaled = [], []
    for L in (200.0, 400.0):
        x = final_x(L, b)
        xs.append(x)
        scaled.append(x * (L + gamma / b - x - 2 * np.log(x)))
    C_found[b] = (scaled[1] * xs[1] - scaled[0] * xs[0]) / (xs[1] - xs[0])
    assert abs(C_found[b] / coefficient(b) - 1) < 0.02
    x = final_x(200.0, b)
    dL_dx = 1 / (final_x(200.5, b) - final_x(199.5, b))
    second = coefficient(b) / x**2
    assert abs(dL_dx - (1 + 2 / x - second)) < 0.2 * second

# Structure-dependent relaxation: the scaled equation has a q-free limit.
f_limit_linear = frozen_f(1.0)
assert abs(f_limit_linear + gamma) < 1e-5
f_limit_half = frozen_f(0.5)
x_stars = (50.0, 100.0, 200.0)
offsets = [nonlinear_x(0.5, xs) - xs for xs in x_stars]
errors = [abs(o + f_limit_half) for o in offsets]
for first, later in zip(errors, errors[1:]):
    assert 0.4 < later / first < 0.6       # error falls as 1/x_star

# Worked example.
print(f"activation energy E = {energy_eV:.2f} eV")
print(f"tau0 = {tau0:.1e} s")
print(f"theta = E/k = {theta:.1f} K")
print(f"start temperature = {T_start:.0f} K")
rates = (0.1, 1.0, 10.0, 100.0, 1000.0, 1.0e12)
x_values = {}
for b in (1.0, 0.5):
    print(f"beta = {b:.1f}: C formula {coefficient(b):.4f}, "
          f"C extracted {C_found[b]:.4f}")
    for q in rates:
        L = log_lambda(q)
        x = final_x(L, b, x_hot_limit)
        x_values[b, q] = x
        approx = lambert_x(L, gamma / b)
        if q < 1e4:
            assert abs(approx - x) < 1.5 * coefficient(b) / x
        print(f" q={q:.1e} K/s: L={L:.3f}, x_f={x:.3f}, "
              f"Tf={theta / x:.1f} K, Lambert Tf={theta / approx:.1f} K")

for b in (1.0, 0.5):
    x = x_values[b, q_ref]
    Tf = theta / x
    E_app = energy_eV * np.log(100.0) / (x_values[b, 1.0] - x_values[b, 100.0])
    E_first = energy_eV + 2 * k_eV * Tf
    E_second = E_first - coefficient(b) * energy_eV / x**2
    assert abs(E_app - E_second) < abs(E_app - E_first)
    print(f"beta={b:.1f}, 1 to 100 K/s: E_app = {E_app:.4f} eV")
    print(f"  E+2kTf = {E_first:.4f} eV; with C term = {E_second:.4f} eV")
    freeze = q_ref * tau0 * np.exp(x) * theta / Tf**2
    print(f"  q tau(Tf) E/(k Tf^2) at 10 K/s = {freeze:.4f}; "
          f"limit exp(gamma/beta) = {np.exp(gamma / b):.4f}")
    print(f"  tau(Tf) at 10 K/s = {tau0 * np.exp(x):.3f} s")

# Straight lines through the 10 K/s point, extended to the simulated rate.
x_ref = x_values[1.0, q_ref]
q_fast = 1.0e12
log_ratio = np.log(q_fast / q_ref)
E_chord = energy_eV * np.log(100.0) / (x_values[1.0, 1.0]
                                       - x_values[1.0, 100.0])
Tf_limit_line = theta / (x_ref - log_ratio)
Tf_local_line = theta / (x_ref - log_ratio * energy_eV / E_chord)
Tf_fast = theta / x_values[1.0, q_fast]
print(f"at 1e12 K/s, beta=1: integral Tf = {Tf_fast:.1f} K")
print(f"  line with slope -k/E: Tf = {Tf_limit_line:.1f} K")
print(f"  line with local slope -k/E_app: Tf = {Tf_local_line:.1f} K")

# Independent differential equation at the reference rate, and a = 1/2.
x_tool = nonlinear_x(1.0, lambert_x(log_lambda(q_ref)))
assert abs(x_tool - x_ref) < 1e-4
x_half = {q: nonlinear_x(0.5, lambert_x(log_lambda(q)))
          for q in (1.0, 10.0, 100.0)}
E_half = energy_eV * np.log(100.0) / (x_half[1.0] - x_half[100.0])
print(f"direct cooling at 10 K/s: Tf = {Tf_direct[1.0]:.3f} K (beta=1), "
      f"{Tf_direct[0.5]:.3f} K (beta=0.5)")
print(f"integral at 10 K/s: Tf = {Tf_integral[1.0]:.3f} K (beta=1), "
      f"{Tf_integral[0.5]:.3f} K (beta=0.5)")
print(f"frozen f, a=1: {f_limit_linear:.6f}; -gamma = {-gamma:.6f}")
print(f"frozen f, a=0.5: {f_limit_half:.6f}")
for xs, off, err in zip(x_stars, offsets, errors):
    print(f"  a=0.5, x*={xs:.0f}: x_f-x* = {off:.5f}, "
          f"distance from limit = {err:.5f}")
print(f"a=0.5 at 10 K/s: Tf = {theta / x_half[10.0]:.1f} K")
print(f"a=0.5, 1 to 100 K/s: E_app = {E_half:.4f} eV")
print("all tests passed")
```

Printed output:

```
activation energy E = 2.00 eV
tau0 = 1.0e-13 s
theta = E/k = 23209.0 K
start temperature = 6000 K
beta = 1.0: C formula 3.6449, C extracted 3.6442
 q=1.0e-01 K/s: L=42.288, x_f=35.625, Tf=651.5 K, Lambert Tf=649.8 K
 q=1.0e+00 K/s: L=39.986, x_f=33.443, Tf=694.0 K, Lambert Tf=692.0 K
 q=1.0e+01 K/s: L=37.683, x_f=31.269, Tf=742.2 K, Lambert Tf=739.9 K
 q=1.0e+02 K/s: L=35.381, x_f=29.102, Tf=797.5 K, Lambert Tf=794.6 K
 q=1.0e+03 K/s: L=33.078, x_f=26.946, Tf=861.3 K, Lambert Tf=857.7 K
 q=1.0e+12 K/s: L=12.355, x_f=8.355, Tf=2778.0 K, Lambert Tf=2691.5 K
beta = 0.5: C formula 8.5797, C extracted 8.5752
 q=1.0e-01 K/s: L=42.288, x_f=36.062, Tf=643.6 K, Lambert Tf=640.0 K
 q=1.0e+00 K/s: L=39.986, x_f=33.872, Tf=685.2 K, Lambert Tf=681.0 K
 q=1.0e+01 K/s: L=37.683, x_f=31.689, Tf=732.4 K, Lambert Tf=727.3 K
 q=1.0e+02 K/s: L=35.381, x_f=29.514, Tf=786.4 K, Lambert Tf=780.1 K
 q=1.0e+03 K/s: L=33.078, x_f=27.346, Tf=848.7 K, Lambert Tf=841.0 K
 q=1.0e+12 K/s: L=12.355, x_f=8.536, Tf=2718.9 K, Lambert Tf=2552.1 K
beta=1.0, 1 to 100 K/s: E_app = 2.1218 eV
  E+2kTf = 2.1279 eV; with C term = 2.1205 eV
  q tau(Tf) E/(k Tf^2) at 10 K/s = 1.6010; limit exp(gamma/beta) = 1.7811
  tau(Tf) at 10 K/s = 3.800 s
beta=0.5, 1 to 100 K/s: E_app = 2.1132 eV
  E+2kTf = 2.1262 eV; with C term = 2.1091 eV
  q tau(Tf) E/(k Tf^2) at 10 K/s = 2.5040; limit exp(gamma/beta) = 3.1722
  tau(Tf) at 10 K/s = 5.787 s
at 1e12 K/s, beta=1: integral Tf = 2778.0 K
  line with slope -k/E: Tf = 3907.1 K
  line with local slope -k/E_app: Tf = 3138.7 K
direct cooling at 10 K/s: Tf = 742.244 K (beta=1), 732.395 K (beta=0.5)
integral at 10 K/s: Tf = 742.244 K (beta=1), 732.395 K (beta=0.5)
frozen f, a=1: -0.577216; -gamma = -0.577216
frozen f, a=0.5: -1.753865
  a=0.5, x*=50: x_f-x* = 1.53661, distance from limit = 0.21726
  a=0.5, x*=100: x_f-x* = 1.63786, distance from limit = 0.11600
  a=0.5, x*=200: x_f-x* = 1.69374, distance from limit = 0.06013
a=0.5 at 10 K/s: Tf = 719.6 K
a=0.5, 1 to 100 K/s: E_app = 2.1115 eV
all tests passed
```
